From the Colle-Salvetti Pair Factor to the LYP Functional

**1. Definitions and conventions**

Hartree atomic units are used. The system is a closed shell with real, doubly occupied Hartree-Fock orbitals ψ_i, and

ρ(r₁) = 2Σψ_i(r₁)²,  γ(r₁,r₂) = 2Σψ_i(r₁)ψ_i(r₂). (1)

The Hartree-Fock pair density, normalized to N(N−1)/2, is

P(r₁,r₂) = ½[ρ(r₁)ρ(r₂) − ½γ(r₁,r₂)²]. (2)

The pair coordinates are r₁ = R + r/2 and r₂ = R − r/2, with unit Jacobian. In scalar expressions r means |r|. The kinetic quantities are

τ = Σ|∇ψ_i|²,  t = τ − ∇²ρ/8,  t_W = (|∇ρ|²/ρ − ∇²ρ)/8. (3)

The sum in τ runs over spatial orbitals; the factor ½ has cancelled the spin factor 2. Both τ and t integrate to the kinetic energy.

The correlated wave function is the Hartree-Fock determinant times a product over pairs of 1 − φ, where

φ = exp(−β²r²)[1 − Φ(R)(1 + r/2)],  β = qρ(R)^{1/3}. (4)

The published value of the range parameter is q = 2.29. The aim is the Colle-Salvetti form, with ℓ = ρ^{−1/3},

E_c = −a∫ {ρ + bρ^{−2/3}(t − 2t_W)e^{−cℓ}}/(1 + dℓ) dR. (5)

The factor (4) yields the structure of (5) and a set of coefficients for high density and small curvature of the pair density. It does not yield the published constants, which are adjusted.

**2. The cusp**

The kinetic operator for relative motion is −∇_r². When two electrons of opposite spin meet, the determinant is generally nonzero and smooth. A factor f(r) multiplying it must cancel the Coulomb singularity in

−f″ − 2f′/r + f/r. (6)

Inserting f = f₀(1 + αr) leaves f₀(1 − 2α)/r, so α = ½. Expanding (4) at small r gives

1 − φ = Φ(1 + r/2) + O(r²), (7)

which has this slope for every Φ and β.

For equal spins the determinant starts linearly in r. The 2f′/r in (6) becomes 4f′/r, and the required slope is ¼. The factor (4) misses this, but the equal-spin pair density vanishes as r² at contact.

**3. The approximations**

(i) The correlated pair density is taken as P(1 − φ)². The other pair factors, which also depend on r₁ and r₂, are dropped.

(ii) The one-particle density matrix is left at its Hartree-Fock value. Kinetic energy and nuclear attraction then do not change, and

E_c = ∫∫ P(φ² − 2φ)/r dr dR. (8)

(iii) The range of φ follows the local density through β.

(iv) Conservation of the number of pairs requires ∫∫P(φ² − 2φ) dr dR = 0. This is imposed at each R and linearized:

∫ Pφ dr = 0. (9)

(v) P is expanded to second order in r. It is even in r, and its angular average is

P(1 + Kx²),  x = βr,  K = ∇_r²P/(6Pβ²), (10)

with P and ∇_r²P taken at r = 0.

(vi) Only first order in K is kept.

(vii) The result is expanded for large β and resummed as in (5).

(viii) The four constants are finally adjusted.

**4. The radial integrals**

Set s = 1 − Φ and g = Φ/(2βs). Then

φ = s e^{−x²}(1 − gx). (11)

Let M_n = ∫₀^∞ xⁿe^{−x²}dx. The values for n = 1 to 5 are ½, √π/4, ½, 3√π/8 and 1. With e^{−2x²} instead, the values N_n are ¼, √π/(8√2), 1/8, 3√π/(32√2) and 1/8.

The sum rule (9) reads M₂ + KM₄ = g(M₃ + KM₅), hence

g = (√π/2)(1 + 3K/2)/(1 + 2K),  Φ/(1 − Φ) = 2βg. (12)

Without curvature this gives

Φ = √πβ/(1 + √πβ). (13)

At high density Φ approaches 1, so the wave function is little reduced at contact. At low density Φ tends to zero and the hole becomes deep.

The inner integral of (8) is the energy density

e = (4πP/β²)[s²Q₂ − 2sQ₁], (14)

Q₁ = ∫x(1 + Kx²)e^{−x²}(1 − gx)dx,
Q₂ = ∫x(1 + Kx²)e^{−2x²}(1 − gx)²dx. (15)

For K = 0, g = √π/2 and

2Q₁ = 1 − π/4,  Q₂ = A = ¼ − π/(8√2) + π/32. (16)

For small K, (12) gives g = (√π/2)(1 − K/2). Therefore

Q₁ = ½(1 + K) − (π/8)(1 − K/2)(1 + 3K/2)
 = ½(1 − π/4)(1 + K) + O(K²). (17)

In Q₂ curvature enters twice. The explicit weight contributes K[N₃ − √πN₄ + (π/4)N₅]. The change δg = −√πK/4 contributes K(√π/2)[N₂ − (√π/2)N₃]. Their sum is

K[1/8 − 3π/(32√2) + π/32 + π/(16√2) − π/32] = KA′,
A′ = 1/8 − π/(32√2). (18)

Now let u = 1/(√πβ), which is small at high density. From s = 1/(1 + 2βg),

s = u/(1 − K/2 + u) = u[1 + K/2 − u(1 + K)] + O(u³), (19)

and s² = u²(1 + K) + O(u³), both to first order in K. Define κ = A/(1 − π/4) and λ = A′/(1 − π/4). Then

2sQ₁ − s²Q₂ = (1 − π/4)u{1 + 3K/2 − u(1 + 2K) − κu(1 + K) − λuK}. (20)

The coefficient of K is 3/2 − (2 + κ + λ)u. Writing it as (3/2)[1 − (1 + κ + γ₀)u] defines γ₀ = (1 − κ + 2λ)/3, so

e = −(4πP/β²)(1 − π/4)u{1 − (1 + κ)u + (3K/2)[1 − (1 + κ + γ₀)u]}. (21)

Numerically κ = 0.3285, λ = 0.2590 and γ₀ = 0.3965. Both orders in u were tested against direct quadrature.

**5. Curvature of the pair density**

At r = 0, γ = ρ and (2) gives P = ρ²/4. For the density product, each derivative with respect to r carries ½, with opposite signs in the two factors:

∇_r²[ρ(R + r/2)ρ(R − r/2)] = ½(ρ∇²ρ − |∇ρ|²). (22)

In the same way,

∇_r²γ = Σ(ψ_i∇²ψ_i − |∇ψ_i|²). (23)

Since ∇²ρ = 4Σ(ψ_i∇²ψ_i + |∇ψ_i|²), the first sum in (23) is ∇²ρ/4 − τ. Thus

∇_r²γ = ∇²ρ/4 − 2τ = −2t. (24)

The first derivative of γ vanishes because γ is even in r. Hence ∇_r²(γ²) = 2γ∇_r²γ = −4ρt, and

∇_r²P = ½[½(ρ∇²ρ − |∇ρ|²) + 2ρt] = ρ(t − 2t_W). (25)

The last step uses 2t_W = ¼(|∇ρ|²/ρ − ∇²ρ). Equation (10) becomes

K = [2/(3q²)]ρ^{−5/3}(t − 2t_W). (26)

Keeping only first order requires |K| to be much less than 1. This fails in low-density tails and close to nuclei. In helium, for example, t = t_W, so K = −[2/(3q²)]ρ^{−5/3}t_W, whose magnitude grows without limit as the density decays. It also diverges at the nucleus: at a small distance R from a nucleus of charge Z, the density cusp gives ∇²ρ ≈ −4Zρ/R and hence t_W ≈ Zρ/(2R). Between these two regions, from about 0.06 to 1.6 bohr, |K| in helium is below 1 but never below 0.32, so the first-order form is not a controlled approximation there. K is not small elsewhere either: it is 0.85 at 0.35 bohr in neon, between the shells, and 2C_F/(3q²) = 0.365 in a uniform gas of any density, where t = C_Fρ^{5/3} (section 7). A higher density alone does not cure this: when the orbitals are compressed uniformly, t, t_W and ρ^{5/3} grow by the same factor at corresponding points, and K is unchanged.

**6. The Colle-Salvetti form**

In (21), the prefactor is

(4π/β²)(ρ²/4)(1 − π/4)/(√πβ) = √π(1 − π/4)ρ/q³. (27)

Also u = ℓ/(√πq). To first order in ℓ, 1 − (1 + κ)u equals 1/(1 + dℓ), and the bracket multiplying 3K/2 equals e^{−cℓ}/(1 + dℓ), if

a = √π(1 − π/4)/q³,  b = 1/q²,
c = γ₀/(√πq),  d = (1 + κ)/(√πq). (28)

This is (5). The rational and exponential functions are a choice. The first-order expansion does not fix them, and functions that share it give different energies where ℓ is not small. Keeping (14) to first order in K but unexpanded in u gives −0.0123 hartree for helium and −0.248 for neon, against −0.0159 and −0.250 from (5) with the constants (28).

For q = 2.29, in atomic units:

derived: a = 0.0317, b = 0.191, c = 0.098, d = 0.327;
published: a = 0.04918, b = 0.132, c = 0.2533, d = 0.349.

The signs agree and d is within 7% of the published value, but a is 36% below, b 44% above and c 61% below the published values. The published values must therefore be treated as adjusted constants.

The positive sign of b depends on letting Φ respond to curvature. If (13) is kept while P is curved, g stays at √π/2. The leading relative change of the energy density is then

K(½ − 3π/16)/(½ − π/8) = K(8 − 3π)/(8 − 2π), (29)

which is negative for K > 0 and, with (26), gives b = −0.1055. Positive curvature puts more weight on larger r, where φ has changed sign and repulsion is added. With the sum rule restored, Φ decreases and the hole deepens at short range. At high density this response outweighs the direct effect.

**7. Semiclassical expansion of t**

Equation (5) still needs orbitals through t. To express t by the density, consider independent electrons in a slowly varying potential V, filled up to μ. Let C = ⟨R + r/2|e^{−θH}|R − r/2⟩ for one spin. Averaging the equations of motion in the two arguments gives

∂C/∂θ = [∇_R²/8 + ∇_r²/2 − ½V(R + r/2) − ½V(R − r/2)]C. (30)

The half-sum of potentials is V + r_i r_j V_ij/8 to second order, where V_ij = ∂_i∂_jV and repeated indices are summed. Write C = ∫d³p/(2π)³ e^{ip·r}F(R,p). Then r_i r_j acts on F as −∂²/∂p_i∂p_j, so

∂F/∂θ = [−p²/2 − V + ∇_R²/8 + V_ij∂²/(8∂p_i∂p_j)]F. (31)

Set F = e^{−θ(p²/2+V)}(1 + χ), L = ∇²V and G = |∇V|². To second order in gradients,

∂χ/∂θ = ⅛(−θL + θ²G) + ⅛(−θL + θ²p_ip_jV_ij),
χ = −θ²L/8 + θ³(G + p_ip_jV_ij)/24. (32)

By (24), t = −½∇_r²γ, which is the p²/2 moment of F. The Gaussian averages are ⟨p_ip_j⟩ = δ_ij/θ, ⟨p²⟩ = 3/θ and ⟨p²p_ip_j⟩ = 5δ_ij/θ². Per spin, before filling the levels,

ρ_θ = (2πθ)^{−3/2}e^{−θV}[1 − θ²L/12 + θ³G/24],
t_θ = (2πθ)^{−3/2}e^{−θV}[3/(2θ) − θL/12 + θ²G/16]. (33)

The −θL/12 in t_θ is −3θL/16 + 5θL/48.

Filling the levels means dividing by θ and inverting the Laplace transform in μ. With w = μ − V > 0, θ^{−n}e^{−θV} becomes w^{n−1}/Γ(n); for n = −½ this is the μ-derivative of the n = ½ result. Including spin, and with A₀ = 2^{3/2}/(3π²),

ρ = A₀[w^{3/2} − Lw^{−1/2}/16 − Gw^{−3/2}/64],
t = A₀[3w^{5/2}/5 − Lw^{1/2}/8 + 3Gw^{−1/2}/64]. (34)

Let C_F = (3/10)(3π²)^{2/3} = 2.8712, so that C_FA₀^{2/3} = 3/5. Since the derivative of C_Fρ^{5/3} at leading order is w,

C_Fρ^{5/3} = A₀[3w^{5/2}/5 − Lw^{1/2}/16 − Gw^{−1/2}/64]. (35)

Subtracting this from t leaves

t − C_Fρ^{5/3} = A₀[−Lw^{1/2}/16 + Gw^{−1/2}/16]. (36)

From ρ ≈ A₀w^{3/2} and ∇w = −∇V,

|∇ρ|²/ρ = (9/4)A₀Gw^{−1/2},
∇²ρ = A₀[−(3/2)Lw^{1/2} + (3/4)Gw^{−1/2}]. (37)

The L term in (36) requires ∇²ρ/24. This supplies Gw^{−1/2}/32, and |∇ρ|²/(72ρ) supplies the other 1/32. Therefore

t ≈ C_Fρ^{5/3} + |∇ρ|²/(72ρ) + ∇²ρ/24
 = C_Fρ^{5/3} + t_W/9 + ∇²ρ/18. (38)

The expansion was tested on orbitals of a gas in a weak, slow cosine potential. The largest error in the second-order part of t was 0.2% of that part's largest value. The derivation fails near classical turning points, where w → 0, and where the density varies rapidly, as near a nucleus. Its use in atoms is a further approximation.

**8. The LYP functional**

Only t is replaced in (5); t_W is already explicit in the density. This gives LYP:

E_LYP = −a∫ {ρ + bρ^{−2/3}[C_Fρ^{5/3} − 2t_W + t_W/9 + ∇²ρ/18]e^{−cℓ}}/(1 + dℓ) dR. (39)

Collecting terms, the square bracket is

C_Fρ^{5/3} − (17/72)|∇ρ|²/ρ + (7/24)∇²ρ. (40)

The Laplacian can be removed. Let S = ρ^{−2/3}e^{−cℓ}/(1 + dℓ). Because dℓ/dρ = −ℓ/(3ρ),

dS/dρ = S(δ − 2)/(3ρ),  δ = cℓ + dℓ/(1 + dℓ). (41)

In dℓ/dρ the d is a differential; in δ it is the constant. For a finite system the surface term vanishes, so ∫S∇²ρ = −∫(dS/dρ)|∇ρ|². The gradient coefficient becomes (−17 + 14 − 7δ)/72, and

E_LYP = −a∫ {ρ/(1 + dℓ) + bS[C_Fρ^{5/3} − (3 + 7δ)|∇ρ|²/(72ρ)]} dR. (42)

At fixed density the explicit gradient term makes the correlation energy less negative.

For a uniform gas the gradients vanish, and the energy per electron is

ε = −a(1 + bC_Fe^{−cℓ})/(1 + dℓ). (43)

At r_s = 1, 2 and 5 bohr this gives −0.0394, −0.0270 and −0.0135 hartree. The PW92 parametrization of the uniform gas gives −0.0598, −0.0448 and −0.0282. LYP thus recovers 66%, 60% and 48% of the PW92 values. The short-range construction does not guarantee the uniform-gas limit.

Both functionals integrate local quantities, so two fragments with non-overlapping densities acquire no correlation interaction. A poor reference determinant is another limitation. In widely stretched H₂, half the weight of the closed-shell determinant has both electrons on the same atom, and the factor (4) does not remove this part. With Φ from (13) it instead suppresses the other half, with one electron on each atom: the density at the bond midpoint tends to zero, so β and Φ vanish there and φ approaches 1 even at the large separation of the two electrons. This sets in only at very long bonds: with hydrogen 1s orbitals the mean of (1 − φ)² over this half is close to 1 up to 8 bohr, 0.86 at 10 bohr, 0.20 at 14 bohr and 0.01 at 20 bohr, while over the half with both electrons on one atom it stays at 0.96.

**9. Neon and helium**

Take a point 0.5 bohr from the neon nucleus, using the Hartree-Fock density in the cc-pVTZ basis. In atomic units ρ = 2.2802, t = 11.6017 and t_W = 3.3611. Then

t − 2t_W = 11.6017 − 6.7222 = 4.8795,
∇_r²P = 2.2802 × 4.8795 = 11.126. (44)

Finite differences of the pair density give 11.1258. Here ρ^{−5/3} = 0.2532 and ℓ = 0.760. With the published constants, the curvature correction relative to ρ is

0.132 × 0.2532 × 4.8795 × e^{−0.2533×0.760} = 0.135. (45)

The energy density is −0.04918 × 2.2802 × 1.135/1.265 = −0.101. The expanded t is 11.0479, 4.8% below the orbital value. It reduces the correction to 0.119 and gives an energy density of −0.099. These point values contain second derivatives and are not converged in this basis. Near the Hartree-Fock limit ρ = 2.289, t = 12.0, t_W = 3.8 and ∇_r²P = 10.3; the expanded t is then about 8.5% below the orbital value, and the two corrections are 0.123 and 0.095.

Over the whole neon atom, the expansion changes the kinetic energy from 128.53 to 127.81 hartree, or by −0.6%. The correlation energy goes from −0.3757 hartree (−10.22 eV) in the Colle-Salvetti form to −0.3837 hartree (−10.44 eV) in LYP. Near the basis limit these four values become 128.55, 127.83, −0.3755 and −0.3835 hartree.

Helium, in cc-pVQZ, has one spatial orbital, so τ = |∇ρ|²/(8ρ) and t = t_W. The expansion discards this identity. The kinetic energy changes from 2.8615 to 2.8784 hartree, and the correlation energy from −0.0416 (−1.13 eV) to −0.0438 hartree (−1.19 eV). Full configuration interaction in the same basis gives −0.0409 hartree, without the part that lies beyond this basis.

That reference energy measures approximation (ii):

0.0407 − 0.0030 − 0.0785 = −0.0409 hartree (rounded), (46)

for the kinetic, nuclear-attraction and repulsion changes in turn. In cc-pV5Z these parts shift by +0.0008, −0.0006 and −0.0008 hartree, and the total becomes −0.0415. The neglected kinetic change is about as large as the total correlation energy. A perfect pair density inserted in (8) would therefore give −0.0785, not −0.0409 hartree.

The unexpanded integral (8) for helium with Φ from (13) gives −0.0422 hartree. This is close to the reference, but the number of pairs changes by −0.0123, although it should be conserved. Determining Φ from (9) with the full P reduces that error to +0.0008, and the energy becomes −0.0240 hartree. The remaining positive error is ∫∫Pφ², the term dropped in linearizing the sum rule. The agreement of the first value thus does not confirm the separate approximations.

With the derived constants (28), form (5) gives −0.0159 hartree for helium and −0.2501 for neon, 38% and 67% of the values with the published constants. Adjustment of the constants is therefore essential to the magnitude of the functional. Near the basis limit the neon value becomes −0.2504 and the two helium kinetic energies 2.8617 and 2.8785 hartree; the helium values of (5) and (39) are unchanged to the digits shown.

Computed results

```
q (dimensionless): 2.29
kappa, lambda, gamma: 0.3285 0.2590 0.3965
published a b c d (a.u.): 0.04918 0.13200 0.25330 0.34900
derived a b c d (a.u.): 0.03167 0.19069 0.09769 0.32730
b with curvature-free Phi (a.u.): -0.1055
CF (a.u.): 2.8712
modulated gas: mu 1.0, amplitude 0.2 hartree, wavenumber 0.2 /bohr
relative error of second-order terms, t[rho], rho[V], t[V]: 0.0021 0.0019 0.0012
Ne at 0.5 bohr from nucleus, all in a.u.:
  rho 2.2802  t 11.6017  tW 3.3611
  expanded t 11.0479
  curvature formula 11.1259, difference 11.1258
He kinetic energy HF (hartree): 2.8615
He kinetic energy, expanded t (hartree): 2.8784
He E_c CS, published constants (hartree): -0.04158
He E_c LYP, Laplacian form (hartree): -0.04378
He E_c LYP, libxc (hartree): -0.04378
He E_c CS form, derived constants (hartree): -0.01594
He E_c CS and LYP (eV): -1.132 -1.191
Ne kinetic energy HF (hartree): 128.5317
Ne kinetic energy, expanded t (hartree): 127.8111
Ne E_c CS, published constants (hartree): -0.37572
Ne E_c LYP, Laplacian form (hartree): -0.38367
Ne E_c LYP, libxc (hartree): -0.38367
Ne E_c CS form, derived constants (hartree): -0.25008
Ne E_c CS and LYP (eV): -10.224 -10.440
He pair integral, curvature-free Phi (hartree): -0.0422
He change of pair number, same Phi: -0.0123
He pair integral, sum-rule Phi (hartree): -0.0240
He change of pair number, same Phi: 0.0008
He full-CI E_c, cc-pVQZ (hartree): -0.04090
  kinetic part (hartree): 0.04065
  nuclear-attraction part (hartree): -0.00301
  electron-repulsion part (hartree): -0.07853
uniform gas rs=1 bohr, LYP and PW92 (hartree/electron): -0.0394 -0.0598
uniform gas rs=2 bohr, LYP and PW92 (hartree/electron): -0.0270 -0.0448
uniform gas rs=5 bohr, LYP and PW92 (hartree/electron): -0.0135 -0.0282
```
